# Line shape of spin resonance in a thick conductor: a numerical check

```python
"""
Spin resonance line of a conducting plate (Dysonian line), time factor exp(i w t).
Result under test: for a plate many skin depths thick and slowly diffusing spins,
  change of surface resistance / R0 = (chi' + chi'')/2,
and the field derivative of a Lorentzian line has A/B = (5 + 3 sqrt 3)/4 = 2.549.
Symbols: chi = chi' - i chi'' = C/(x+i); x = (B - B_res)/Gamma, Gamma = 1/(gamma T2);
  delta = skin depth; T_D = delta^2/(2 D); eps = T2/T_D; d = plate thickness;
  A = low-field maximum, B = depth of high-field minimum of the derivative.
'response' means 2 dZ/(Z0 C), with Z0 the surface impedance of the thick
spin-free conductor; the absorption signal is Re[(1+i) response].
"""
import numpy as np
import sympy as sp
import scipy.constants as sc
from scipy.integrate import quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.sparse import diags, identity, bmat
from scipy.sparse.linalg import spsolve


# ---------- derived formulas ----------
def response_diffusion(x, eps):
    w = 1 - 1j * x
    r = np.sqrt(1j * eps) / np.sqrt(w)
    return (1 + 2 * r) / (1 + r) ** 2 / (x + 1j)


def response_plate(x, thickness):            # thickness in skin depths
    u = (1 + 1j) * thickness / 2
    return (np.tanh(u) + u / np.cosh(u) ** 2) / (x + 1j)


def ratio_from_phase(phi):
    return (np.cos((np.pi/2 - phi) / 3) / np.cos((np.pi/2 + phi) / 3)) ** 3


# ---------- numerical tools ----------
CIRCLE = np.exp(2j * np.pi * np.arange(32) / 32)


def slope(response, x, radius=0.2):
    """Derivative of the absorption signal, by Cauchy's integral on a circle."""
    z = np.asarray(x, dtype=float)[..., None] + radius * CIRCLE
    return np.real((1 + 1j) * np.mean(response(z) / CIRCLE, axis=-1) / radius)


def peaks(response):
    """Positions and sizes of the main maximum and the minimum above it."""
    xs = np.linspace(-12, 12, 2401)
    ys = slope(response, xs)
    top = int(np.argmax(ys))
    low = top + int(np.argmin(ys[top:]))
    out = []
    for index, sign in ((top, 1), (low, -1)):
        fit = minimize_scalar(lambda t: -sign * float(slope(response, t)),
                              bounds=(xs[index] - 0.02, xs[index] + 0.02),
                              method="bounded", options={"xatol": 1e-10})
        out += [fit.x, -fit.fun]
    return out                                # x_A, A, x_B, B


def asymmetry(response):
    _, a, _, b = peaks(response)
    return a / b


def solve_fields(x, eps, strength, depth=12.0, n=3000):
    """Finite differences for Maxwell + Bloch-Torrey, lengths in skin depths.
    Mirror plane at 'depth'; surface field 1; returns Z/R0, H, M, step."""
    h = depth / n
    lap = diags([np.ones(n), -2 * np.ones(n + 1), np.ones(n)], [-1, 0, 1]).tolil()
    lap[0, 1] = 2
    lap[n, n - 1] = 2
    lap = lap.tocsr() / h**2
    one = identity(n + 1, format="csr")
    inner = np.ones(n + 1)
    inner[0] = 0
    keep = diags(inner)
    matrix = bmat([[keep @ (lap - 2j * one) + diags(1 - inner), -2j * keep @ one],
                   [1j * strength * one, (1 - 1j * x) * one - eps / 2 * lap]],
                  format="csc")
    rhs = np.zeros(2 * n + 2, dtype=complex)
    rhs[0] = 1
    sol = spsolve(matrix, rhs)
    field, mag = sol[:n + 1], sol[n + 1:]
    z = -(field[1] - field[0]) / h + 1j * h * (field[0] + mag[0])
    return z, field, mag, h


def numerical_response(x, eps, depth=12.0, n=3000):
    c = 1e-4
    dz = solve_fields(x, eps, c, depth, n)[0] - solve_fields(x, eps, 0, depth, n)[0]
    return 2 * dz / (1 + 1j) / c


# ---------- example: inputs and derived quantities ----------
freq, sigma, diff, t2, plate = 9.5e9, 1e5, 5e-4, 5e-9, 200e-6
omega = 2 * np.pi * freq
gamma = sc.physical_constants["electron gyromag. ratio"][0]
mu_b = sc.physical_constants["Bohr magneton"][0]
delta = np.sqrt(2 / (omega * sc.mu_0 * sigma))
t_d = delta**2 / (2 * diff)
eps_ex = t2 / t_d
b_res, width = omega / gamma, 1 / (gamma * t2)
dos = sigma / (sc.e**2 * diff)                # both spins, per joule and volume
k_f = np.pi**2 * sc.hbar**2 * dos / sc.m_e
density = k_f**3 / (3 * np.pi**2)
e_f = (sc.hbar * k_f)**2 / (2 * sc.m_e)
v_f = sc.hbar * k_f / sc.m_e
tau = 3 * diff / v_f**2
chi0 = sc.mu_0 * mu_b**2 * dos
amp = chi0 * omega * t2 / 2

# Drude conductivity must agree with the Einstein relation used above
assert abs(density * sc.e**2 * tau / sc.m_e / sigma - 1) < 1e-9
# Pauli susceptibility from the populations of two shifted spin bands at 1 T
shift = mu_b * 1.0 / e_f
moment = mu_b * density / 2 * ((1 + shift)**1.5 - (1 - shift)**1.5)
assert abs(sc.mu_0 * moment / chi0 - 1) < 1e-4

# ---------- Bloch equations: direct solution against C/(x+i) ----------
for x in (-2.0, 0.0, 0.5, 3.0):
    w0 = omega + x / t2
    bloch = np.array([[1j * omega + 1/t2, -w0], [w0, 1j * omega + 1/t2]])
    chi_num = np.linalg.solve(bloch, np.array([0, w0]))[0]
    chi_formula = omega * t2 / 2 / (x + 1j)
    # neglected terms are of order |x|/(omega T2), about one per cent here
    assert abs(chi_num / chi_formula - 1) < 0.02

# ---------- equal weights from the depth integral ----------
w_abs = quad(lambda s: np.exp(-2*s) * np.cos(2*s), 0, 30)[0]
w_dis = quad(lambda s: np.exp(-2*s) * np.sin(2*s), 0, 30)[0]
assert abs(w_abs - 0.25) < 1e-8 and abs(w_dis - 0.25) < 1e-8

# ---------- impedance formulas against the field equations ----------
worst = 0.0
for eps in (0.0, 0.02, 0.5, 5.0):
    for x in (-2.0, -0.3, 1.0, 3.0):
        exact = numerical_response(x, eps)
        worst = max(worst, abs(response_diffusion(x, eps) / exact - 1))
assert worst < 2e-3                           # grid error and finite C
worst_plate = 0.0
for thickness in (0.5, 1.0, 3.0, 6.0):
    for x in (-1.0, 0.7):
        exact = numerical_response(x, 0.0, depth=thickness / 2)
        worst_plate = max(worst_plate, abs(response_plate(x, thickness) / exact - 1))
assert worst_plate < 2e-3

# ---------- energy account: loss in spins and ohmic loss ----------
x_e, c_e = 0.4, 1e-3
loss = []
for strength in (c_e, 0.0):
    z, field, mag, h = solve_fields(x_e, 0.0, strength)
    ohmic = trapezoid(abs(np.gradient(field, h, edge_order=2))**2, dx=h)
    spins = trapezoid(np.real(2j * mag * np.conj(field)), dx=h)
    loss.append((ohmic, spins, z.real))
d_ohmic, d_spins, d_total = np.array(loss[0]) - np.array(loss[1])
chi_e = c_e / (x_e + 1j)
chi_re, chi_im = chi_e.real, -chi_e.imag
assert abs(d_spins - chi_im) < 5e-3 * c_e
assert abs(d_ohmic - (chi_re - chi_im) / 2) < 5e-3 * c_e
assert abs(d_total - (chi_re + chi_im) / 2) < 5e-3 * c_e

# ---------- asymmetry of the equal mixture: symbolic ----------
X = sp.symbols("X", real=True)
line = (1 + X) / (1 + X**2)
first = sp.diff(line, X)
roots = sp.solve(sp.numer(sp.together(sp.diff(line, X, 2))), X)
values = sorted(((sp.simplify(first.subs(X, q)), q) for q in roots),
                key=lambda pair: float(pair[0]))
assert len(values) == 3
ideal_exact = sp.radsimp(sp.simplify(-values[-1][0] / values[0][0]))
assert sp.simplify(ideal_exact - (5 + 3 * sp.sqrt(3)) / 4) == 0
ideal = float(ideal_exact)

# ---------- general mixture: numerical extrema against the phase law ----------
phase_table = []
for degrees in (0, 30, 45, 60, 90):
    phi = np.radians(degrees)
    mix = (np.sin(phi) + 1j * np.cos(phi)) / (1 + 1j)
    found = asymmetry(lambda x: mix / (x + 1j))
    assert abs(found / ratio_from_phase(phi) - 1) < 1e-6
    phase_table.append((degrees, found))

# ---------- slow diffusion: shift eps, asymmetry change of order eps^(3/2) ----------
def third_half_term(theta):
    return -5 * np.sqrt(2) * np.cos(theta)**3.5 * np.cos(3.5 * theta)


a0, b0 = float(values[-1][0]), -float(values[0][0])
coef = ideal * (third_half_term(-np.pi/12) / a0 + third_half_term(np.pi/4) / b0)
small = 1e-6
change = asymmetry(lambda x: response_diffusion(x, small)) - ideal
assert abs(change / (coef * small**1.5) - 1) < 0.02   # next term is O(sqrt eps)
small = 1e-5
moved = peaks(lambda x: response_diffusion(x, small))
assert abs((moved[0] - float(values[-1][1])) / small - 1) < 0.05
assert abs((moved[2] - float(values[0][1])) / small - 1) < 0.05

# ---------- fast diffusion, for contrast ----------
fast = asymmetry(lambda x: response_diffusion(x, 1e8))
fast_formula = np.cos(np.radians(72)) ** -2.5
assert abs(fast / fast_formula - 1) < 0.01

# ---------- plates: phase law and the maximum of A/B ----------
def plate_phase(thickness):
    weight = (1 + 1j) * response_plate(0.0, thickness) * 1j
    return np.arctan2(weight.real, weight.imag)


plate_table = []
for thickness in (0.2, 1, 2, 3, 4, 6, 8, 12):
    found = asymmetry(lambda x: response_plate(x, thickness))
    assert abs(found / ratio_from_phase(plate_phase(thickness)) - 1) < 1e-5
    plate_table.append((thickness, found))
assert abs(plate_table[-1][1] / ideal - 1) < 1e-3
best = minimize_scalar(lambda t: -asymmetry(lambda x: response_plate(x, t)),
                       bounds=(1.5, 4.5), method="bounded", options={"xatol": 1e-5})
assert -best.fun > max(row[1] for row in plate_table) - 1e-6

# ---------- the example: formula and complete numerical line ----------
x_a, height_a, x_b, height_b = peaks(lambda x: response_diffusion(x, eps_ex))
ratio_ex = height_a / height_b
xs = np.linspace(-2.5, 4.0, 131)
half_plate = plate / delta / 2
signal = [solve_fields(x, eps_ex, amp, half_plate, 1500)[0].real for x in xs]
dense = CubicSpline(xs, signal)(np.linspace(-2.4, 3.9, 20001), 1)
ratio_num = -dense.max() / dense.min()
assert abs(ratio_num / ratio_ex - 1) < 0.01   # grid and spline error
grid = np.linspace(-5, 5, 20001)
max_change = amp / 2 * np.max(np.real((1 + 1j) * response_diffusion(grid, eps_ex)))

# ---------- output ----------
print(f"frequency {freq/1e9:.1f} GHz, conductivity {sigma:.1e} S/m")
print(f"diffusion constant {diff:.1e} m^2/s, T2 {t2*1e9:.1f} ns")
print(f"plate thickness {plate*1e6:.0f} um = {plate/delta:.2f} skin depths")
print(f"skin depth {delta*1e6:.2f} um")
print(f"T_D {t_d*1e9:.1f} ns, eps = T2/T_D {eps_ex:.4f}")
print(f"omega*T2 {omega*t2:.1f}, omega*T_D {omega*t_d:.3e}")
print(f"density of states {dos*sc.e:.3e} per eV per m^3")
print(f"electron density {density:.3e} m^-3, Fermi energy {e_f/sc.e*1e3:.1f} meV")
print(f"Fermi temperature {e_f/sc.k:.0f} K, Fermi speed {v_f:.3e} m/s")
print(f"collision time {tau:.3e} s, omega*tau {omega*tau:.2e}")
print(f"mean free path {v_f*tau*1e9:.1f} nm")
print(f"vacuum displacement/conduction current {omega*sc.epsilon_0/sigma:.2e}")
print(f"Pauli susceptibility chi0 {chi0:.3e}, line amplitude C {amp:.3e}")
print(f"largest relative change of surface resistance {max_change:.3e}")
print(f"resonance field {b_res*1e3:.3f} mT, half width Gamma {width*1e3:.4f} mT")
print(f"diffusion shift eps*Gamma {eps_ex*width*1e3:.4f} mT")
print(f"peak A at x = {x_a:.4f}, field {(b_res+x_a*width)*1e3:.3f} mT")
print(f"peak B at x = {x_b:.4f}, field {(b_res+x_b*width)*1e3:.3f} mT")
print(f"example A/B: formula {ratio_ex:.4f}, field equations {ratio_num:.4f}")
print(f"depth weights/delta: absorption {w_abs:.6f}, dispersion {w_dis:.6f}")
print(f"energy test at x = {x_e}, C = {c_e}: changes in units of C*R0")
print(f"  spins {d_spins/c_e:.4f}, ohmic {d_ohmic/c_e:.4f}, total {d_total/c_e:.4f}")
print(f"largest relative error: diffusion {worst:.1e}, plate {worst_plate:.1e}")
print(f"ideal A/B = {ideal_exact} = {ideal:.6f}")
for value, root in reversed(values):
    print(f"  extremum x = {float(root):.4f}, slope {float(value):.4f}")
for degrees, found in phase_table:
    print(f"mixture phase {degrees} deg: A/B {found:.4f}")
print(f"coefficient of eps^(3/2) in A/B: {coef:.4f}")
for eps in (0.001, 0.01, 0.1, 1.0, 10.0):
    print(f"eps {eps:g}: A/B {asymmetry(lambda x: response_diffusion(x, eps)):.4f}")
print(f"fast limit: A/B numerical {fast:.3f}, formula {fast_formula:.3f}")
for thickness, found in plate_table:
    print(f"d/delta {thickness:g}: A/B {found:.4f}")
print(f"largest plate A/B {-best.fun:.4f} at d/delta {best.x:.3f}")
print("all good")
```

It prints:

```
frequency 9.5 GHz, conductivity 1.0e+05 S/m
diffusion constant 5.0e-04 m^2/s, T2 5.0 ns
plate thickness 200 um = 12.25 skin depths
skin depth 16.33 um
T_D 266.6 ns, eps = T2/T_D 0.0188
omega*T2 298.5, omega*T_D 1.592e+04
density of states 1.248e+27 per eV per m^3
electron density 2.794e+25 m^-3, Fermi energy 33.6 meV
Fermi temperature 390 K, Fermi speed 1.087e+05 m/s
collision time 1.270e-13 s, omega*tau 7.58e-03
mean free path 13.8 nm
vacuum displacement/conduction current 5.29e-06
Pauli susceptibility chi0 8.421e-07, line amplitude C 1.257e-04
largest relative change of surface resistance 7.561e-05
resonance field 338.984 mT, half width Gamma 1.1358 mT
diffusion shift eps*Gamma 0.0213 mT
peak A at x = -0.2549, field 338.694 mT
peak B at x = 1.0199, field 340.142 mT
example A/B: formula 2.5565, field equations 2.5560
depth weights/delta: absorption 0.250000, dispersion 0.250000
energy test at x = 0.4, C = 0.001: changes in units of C*R0
  spins 0.8616, ohmic -0.2581, total 0.6035
largest relative error: diffusion 4.9e-05, plate 5.7e-05
ideal A/B = 5/4 + 3*sqrt(3)/4 = 2.549038
  extremum x = -0.2679, slope 1.2745
  extremum x = -3.7321, slope -0.0245
  extremum x = 1.0000, slope -0.5000
mixture phase 0 deg: A/B 1.0000
mixture phase 30 deg: A/B 1.8458
mixture phase 45 deg: A/B 2.5490
mixture phase 60 deg: A/B 3.5963
mixture phase 90 deg: A/B 8.0000
coefficient of eps^(3/2) in A/B: 2.2761
eps 0.001: A/B 2.5491
eps 0.01: A/B 2.5520
eps 0.1: A/B 2.6247
eps 1: A/B 3.4319
eps 10: A/B 7.7902
fast limit: A/B numerical 18.838, formula 18.838
d/delta 0.2: A/B 1.0155
d/delta 1: A/B 1.4625
d/delta 2: A/B 3.5881
d/delta 3: A/B 4.4433
d/delta 4: A/B 2.5770
d/delta 6: A/B 2.4396
d/delta 8: A/B 2.5666
d/delta 12: A/B 2.5484
largest plate A/B 4.8594 at d/delta 2.654
all good
```
